# Why an Inserted Insulator Does Not by Itself Unpin a Barrier

Suppose a metal of high work function gives a barrier lower than the difference between its work function and the electron affinity, because interface states hold the Fermi level. One might insert a thin insulator to separate the metal from those states and expect the barrier to rise. If the density of states on the semiconductor stays the same, the barrier falls instead. In the example below, 2 nm of insulator lowers it from 0.820 V to 0.745 V, although the value without any charge would be 1.0 V. At fixed density, the error lies in treating the insulator as a screen around the interface states. Electrically it is a capacitor between the metal and those states, and a thinner capacitor gives the metal more control. A fixed density describes states that belong to the semiconductor surface, such as defects. States induced by the tails of the metal wave functions decay as the insulator thickens, and then the barrier can rise: in the same example, 2 nm of insulator with all states removed gives 0.862 V.

## The contact and its conventions

The Cowley-Sze model already has a thin gap, of thickness $\delta$ and permittivity $\varepsilon_g$, between metal and semiconductor. An insulator of thickness $t$ and permittivity $\varepsilon_i$ is added to it. The semiconductor is n-type and nondegenerate, with permittivity $\varepsilon_s$ and uniform donor density $N_D$. Holes, image force, insulator charge and additional interface dipoles are left out.

All energies are divided by the elementary charge $q$ and appear as volts. The barrier $\phi_B$ is the height of the conduction-band edge at the semiconductor surface above the metal Fermi level. The metal work function is $\phi_m$, the electron affinity $\chi$, and the distance from the Fermi level up to the conduction-band edge in the neutral bulk $V_n$. The thermal voltage is $v=kT/q$.

Interface states sit at the semiconductor surface with a constant density $D$ per area and electronvolt. They are neutral when filled up to a level $\phi_N$ below the surface conduction edge. Charges and capacitances are per unit area, and a charge counts as positive when it is positive on the semiconductor side. Until bias is introduced, one Fermi level runs through the contact.

## First derivation: balance of charge and potential

Let $Q_{ss}$ be the charge in the interface states, $Q_{sc}$ the charge in the semiconductor, and $Q=Q_{ss}+Q_{sc}$. The metal carries $-Q$. No charge lies inside the layers, so by Gauss's law the electric displacement has magnitude $|Q|$ throughout them. The potential rises from metal to semiconductor by

$$\Delta=Q\left(\frac{\delta}{\varepsilon_g}+\frac{t}{\varepsilon_i}\right)=\frac{Q}{C_i},\qquad \frac1{C_i}=\frac{\delta}{\varepsilon_g}+\frac{t}{\varepsilon_i}.$$

The same drop follows from the energy levels. Measured from the Fermi level, the local vacuum level is at $\phi_m$ beside the metal and at $\phi_B+\chi$ at the semiconductor surface. Electron energy falls where the potential rises, hence

$$\Delta=\phi_m-\chi-\phi_B=\frac{Q_{ss}+Q_{sc}}{C_i}. \tag{1}$$

**Interface charge.** The Fermi level lies $\phi_B$ below the surface conduction edge and the neutrality level lies $\phi_N$ below it. The Fermi level is therefore above neutrality by $\phi_N-\phi_B$. Each extra filled state contributes $-q$, so

$$Q_{ss}=-qD(\phi_N-\phi_B)=C_{it}(\phi_B-\phi_N),\qquad C_{it}=qD. \tag{2}$$

Since $D$ is per electronvolt, $qD$ is a capacitance per area. Thermal smearing leaves (2) unchanged when the Fermi level is many $kT$ from the ends of the band of states: electrons missing below it are balanced by those above it.

**Depletion charge.** Let $y(x)$ be the height of the conduction edge above its bulk value. The electron density is $N_De^{-y/v}$, and the potential is $-y$ plus a constant. Poisson's equation is then

$$y''=\frac{qN_D}{\varepsilon_s}\left(1-e^{-y/v}\right).$$

Multiply by $y'$ and integrate from the bulk, where $y=y'=0$:

$$\frac12(y')^2=\frac{qN_D}{\varepsilon_s}\left[y-v\left(1-e^{-y/v}\right)\right].$$

The semiconductor charge is $\int_0^\infty\varepsilon_s y''dx=-\varepsilon_s y'(0)$. In depletion $y$ decreases into the bulk, so this charge is positive. At the surface $y=\phi_B-V_n$. When this is much larger than $v$, the exponential can be dropped, which gives

$$Q_{sc}=\gamma\sqrt{\psi},\quad \gamma=\sqrt{2q\varepsilon_sN_D},\quad \psi=\phi_B-V_n-v. \tag{3}$$

**The barrier.** Insert (2) in (1) and multiply by $C_i$:

$$C_i(\phi_m-\chi)-C_i\phi_B=C_{it}\phi_B-C_{it}\phi_N+Q_{sc}.$$

Collecting the explicit terms in $\phi_B$ and dividing by $C_i+C_{it}$ gives

$$\phi_B=S(\phi_m-\chi)+(1-S)\phi_N-\frac{Q_{sc}}{C_i+C_{it}},\quad S=\frac{C_i}{C_i+C_{it}}. \tag{4}$$

The first two terms are a weighted mean of the barrier without charge and the neutrality barrier. The last is the lowering by the depletion charge.

Because $Q_{sc}$ contains $\phi_B$, equation (4) is still implicit. Call its first two terms $\phi_L$ and set $c=\gamma/(C_i+C_{it})$, so that $\phi_B=\phi_L-c\sqrt\psi$. Subtracting $V_n+v$ from both sides gives a quadratic equation for $\sqrt\psi$:

$$\psi+c\sqrt\psi-b=0,\qquad b=\phi_L-V_n-v.$$

For $b>0$ its positive root gives

$$\sqrt\psi=\sqrt{b+\frac{c^2}{4}}-\frac c2,\qquad \phi_B=\phi_L-c\sqrt\psi. \tag{5}$$

**The voltage division.** Change the metal work function by $d\phi_m$. With the depletion capacitance

$$C_d=\frac{dQ_{sc}}{d\phi_B}=\frac{\gamma}{2\sqrt\psi}=\frac{Q_{sc}}{2\psi},$$

the differential of (1) is $C_i(d\phi_m-d\phi_B)=(C_{it}+C_d)d\phi_B$. Thus

$$g\equiv\frac{d\phi_B}{d\phi_m}=\frac{C_i}{C_i+C_{it}+C_d}. \tag{6}$$

This is a capacitive divider. The layers are in series with two parallel capacitances, the interface states and the depletion region. A thicker layer takes a larger share of any change in work function. The coefficient $S$ is this divider without $C_d$.

## Second derivation: minimum free energy

The same barrier follows from asking how much charge the contact transfers to lower its free energy. Start with neutral, field-free parts whose vacuum levels are aligned. Move electrons to the metal, leaving $Q_{ss}$ in the interface states and $Q_{sc}$ in the depletion region. The free-energy change $F$ per area has four parts.

1. The layers store field energy. With displacement $Q$, it is $\frac12Q^2(\delta/\varepsilon_g+t/\varepsilon_i)=Q^2/(2C_i)$.

2. The first electron taken from the interface states starts at $-\chi-\phi_N$ relative to the vacuum level and ends at $-\phi_m$. Its energy changes by $\phi_N-(\phi_m-\chi)$. Once a charge $Q'$ has been left behind, the filling level is lower by $Q'/C_{it}$. Integration from zero to $Q_{ss}$ gives $[\phi_N-(\phi_m-\chi)]Q_{ss}+Q_{ss}^2/(2C_{it})$.

3. An electron from the bulk starts at the chemical potential $-\chi-V_n$, which gives $[V_n-(\phi_m-\chi)]Q_{sc}$. There is also a thermal term. An ideal gas of density $N_D$ has free energy per volume equal to density times chemical potential minus pressure. Emptying a width $w=Q_{sc}/(qN_D)$ therefore costs an additional $N_DkTw=vQ_{sc}$.

4. The depletion region stores field energy. With a sharp edge its field has magnitude $(Q_{sc}-qN_Dx)/\varepsilon_s$, so the energy is
$$\int_0^w\frac{(Q_{sc}-qN_Dx)^2}{2\varepsilon_s}dx=\frac{Q_{sc}^3}{6q\varepsilon_sN_D}=\frac{Q_{sc}^3}{3\gamma^2}.$$

The real edge is smooth. For a wide depletion region its shape does not depend on $w$, so its correction to $F$ is a constant and does not affect the minimum. The sum is

$$F=\frac{(Q_{ss}+Q_{sc})^2}{2C_i}+\frac{Q_{ss}^2}{2C_{it}}+\frac{Q_{sc}^3}{3\gamma^2}+\phi_NQ_{ss}+(V_n+v)Q_{sc}-(\phi_m-\chi)(Q_{ss}+Q_{sc}).$$

Setting the derivatives with respect to the two charges to zero gives

$$\frac{Q}{C_i}+\frac{Q_{ss}}{C_{it}}+\phi_N=\phi_m-\chi, \tag{7}$$

$$\frac{Q}{C_i}+\frac{Q_{sc}^2}{\gamma^2}+V_n+v=\phi_m-\chi. \tag{8}$$

The layer drop is $Q/C_i$, so the surface conduction edge lies $\phi_m-\chi-Q/C_i=\phi_B$ above the metal Fermi level. Equation (7) then reads $Q_{ss}=C_{it}(\phi_B-\phi_N)$, and (8) reads $Q_{sc}^2=\gamma^2\psi$. Putting the first into $C_i(\phi_m-\chi-\phi_B)=Q_{ss}+Q_{sc}$ reproduces (4).

The second derivatives show that the stationary point is a minimum. For small changes $a$ in $Q_{ss}$ and $d$ in $Q_{sc}$, the second-order change of $F$ is

$$\frac12\left[\frac{(a+d)^2}{C_i}+\frac{a^2}{C_{it}}+\frac{d^2}{C_d}\right],$$

because $2Q_{sc}/\gamma^2=1/C_d$. Every term is nonnegative, and the sum vanishes only for $a=d=0$. Since this holds at every $Q_{sc}>0$, $F$ is strictly convex there and has at most one such minimum.

## What the two derivations assume

Both use the same model: uniform layers, all interface charge in one plane, constant $D$, and a depleted semiconductor. Their agreement checks the algebra and the thermal term, but not these shared assumptions.

The first derivation needs Gauss's law and a rule for filling the states. It does not need the whole contact to be in equilibrium, so it can be carried over to an applied bias once the filling rule is known. The second, as written, needs equilibrium, since it minimizes one free energy with free exchange of electrons. In return it shows stability and uniqueness, and it shows what limits the transfer: at the minimum, what a further small transfer would gain from the initial differences in Fermi level is offset by the rise in field energy, by the shift of the filling level in the interface states, and by the thermal term of the depletion region.

An independent numerical solution of the nonlinear Poisson equation through the whole stack, with thermally filled interface states, agrees with (5) within 0.02 mV for both metals and all three thicknesses below. It tests the approximations made in solving the model, not whether a real contact obeys the model.

## Thickness at fixed density of states

Write $R=1/C_i$, so that (1) is $\phi_m-\chi-\phi_B=RQ(\phi_B)$. Differentiate at fixed $\phi_m$ and $D$, using $dQ/d\phi_B=C_{it}+C_d$:

$$-d\phi_B=Q\,dR+R(C_{it}+C_d)d\phi_B.$$

Solve for $d\phi_B$. Since $1/[1+R(C_{it}+C_d)]=g$ and $dR/dt=1/\varepsilon_i$,

$$\frac{d\phi_B}{dt}=-g\frac{Q}{\varepsilon_i}. \tag{9}$$

The factor $Q/\varepsilon_i$ is the potential gradient in the insulator. If the potential rises towards the semiconductor, added thickness lowers the barrier. If it falls, added thickness raises the barrier.

The total charge $Q(\phi_B)$ increases with $\phi_B$. Let $\phi_\infty$ be the barrier at which it vanishes. The solution of $RQ(\phi_B)=\phi_m-\chi-\phi_B$ must lie between $\phi_\infty$ and $\phi_m-\chi$, because outside that interval the two sides have opposite signs. The drop $\Delta$ therefore stays bounded, and $Q=\Delta/R$ tends to zero as $R$ grows. Every metal for which the contact remains in depletion approaches the same $\phi_\infty$. At this limit $Q_{ss}=-Q_{sc}<0$, so (2) places $\phi_\infty$ below $\phi_N$.

For numbers, take a model semiconductor at 300 K with $\chi=4.0$ V, $\phi_N=0.70$ V, $V_n=0.15$ V, a relative permittivity of 12 and $10^{17}$ donors per cm³. The gap is 0.3 nm wide with relative permittivity 1, and the insulator has relative permittivity 4. The density $D=2\times10^{13}$ cm⁻² eV⁻¹ gives $C_{it}=3.204$ µF/cm².

Without insulator, $C_i=2.951$ µF/cm² and $S=2.951/6.155=0.4795$. For $\phi_m=5.0$ V the depletion charge is 0.1481 µC/cm², and (4) gives

$$\phi_B=0.4795(1.0)+0.5205(0.70)-\frac{0.1481}{6.155}=0.820\ \text{V}.$$

With 2 nm of insulator, $C_i=1.107$ µF/cm², $S=0.2567$ and $Q_{sc}=0.1392$ µC/cm²:

$$\phi_B=0.2567(1.0)+0.7433(0.70)-\frac{0.1392}{4.311}=0.745\ \text{V}.$$

The total layer drop has grown from 0.180 V to 0.255 V, of which 0.160 V lies in the insulator and 0.096 V in the gap. The drop in the gap alone has become smaller, because the charge has fallen.

For $\phi_m=4.3$ V the potential falls towards the semiconductor, and the same insertion raises the barrier from 0.491 V to 0.570 V. The two metals, 0.7 V apart in work function, differ by 0.328 V in barrier before insertion and by 0.174 V after it. Their common thick-layer limit is 0.660 V.

Equation (9) can be read at $t=1$ nm. For the first metal the insulator drop is 0.1042 V, and $g=1.610/(1.610+3.204+0.120)=0.326$, where $C_d=Q_{sc}/(2\psi)=0.120$ µF/cm². The barrier therefore changes by $-0.326\times104.2=-34$ mV per nanometre. For the second metal the rate is $+36$ mV per nanometre.

## When insertion does restore control

If the insertion also changes the density of states from $D_0$ to $D_t$, the ratio $C_{it}/C_i$ decides how $S$ changes, since $S=1/(1+C_{it}/C_i)$. The coefficient $S$ rises if

$$\frac{D_t}{D_0}<\frac{C_i(t)}{C_i(0)}. \tag{10}$$

For 2 nm the right-hand side is $1.107/2.951=0.375$. The density must fall below about $7.5\times10^{12}$ cm⁻² eV⁻¹ before $S$ exceeds its original value. Halving $D$ is not enough.

Regaining $S$ does not yet regain the barrier. For the high-work-function metal at this density, the barrier with 2 nm is 0.782 V, still below the original 0.820 V, because the depletion charge in (4) is divided by a smaller $C_i+C_{it}$. The barrier returns to 0.820 V only when $D$ has fallen to about $2.7\times10^{12}$ cm⁻² eV⁻¹.

Condition (10) concerns $S$. The full slope (6) also contains $C_d/C_i$, which the thicker layer increases, so its threshold is stricter, and more so at higher doping. With $C_d$ near 0.12 µF/cm², equal slopes require $C_{it}\approx0.375(3.204+0.115)-0.12=1.12$ µF/cm², or $D_t/D_0\approx0.35$. Two numerical points bracket the threshold, though too widely to separate 0.35 from 0.375. For the high-work-function metal the original slope is 0.471. With 2 nm of insulator it is 0.536 at 0.7 times the density set by (10), and 0.397 at 1.3 times that density.

Removing all interface states does not remove the voltage division. At $D=0$, equation (4) becomes $\phi_B=\phi_m-\chi-Q_{sc}/C_i$. For the high-work-function metal the barrier is 0.945 V without insulator and 0.862 V with 2 nm. The depletion charge alone now produces the drop. The barrier is higher than with interface states, but the insulator still lowers it.

## Applied bias

Let a forward bias $V$ raise the semiconductor Fermi level above that of the metal by $V$. The barrier is still measured from the metal Fermi level, so (1) keeps its form. The band bending is reduced, and $\psi=\phi_B-V_n-V-v$. The interface charge depends on which side fills the states.

If they follow the metal, (2) is unchanged. The differential of (1) is then
$$-C_i\,d\phi_B=C_{it}\,d\phi_B+C_d(d\phi_B-dV),\qquad \frac{d\phi_B}{dV}=\frac{C_d}{C_i+C_{it}+C_d}.$$

If they follow the semiconductor, their Fermi level is higher by $V$ and $Q_{ss}=C_{it}(\phi_B-V-\phi_N)$. Now
$$-C_i\,d\phi_B=(C_{it}+C_d)(d\phi_B-dV),\qquad \frac{d\phi_B}{dV}=\frac{C_{it}+C_d}{C_i+C_{it}+C_d}.$$

The thermionic flux from semiconductor to metal is proportional to the surface electron density $N_De^{-(\phi_B-V_n-V)/v}$, provided that the tunnelling factor of the layers does not depend on bias. Define the ideality factor $n$ by writing the logarithmic slope of this flux as $1/(nv)$. Then $1/n=1-d\phi_B/dV$, and the two limits are

$$n_{\rm metal}=1+\frac{C_d}{C_i+C_{it}},\qquad n_{\rm semi}=1+\frac{C_{it}+C_d}{C_i}. \tag{11}$$

States tied to the metal oppose a change of the barrier with bias. States tied to the semiconductor make the barrier follow the bias more closely. For the high-work-function metal near zero bias, 2 nm of insulator changes $n_{\rm metal}$ from 1.02 to 1.03 but $n_{\rm semi}$ from 2.12 to 4.01. At 0.1 V forward bias the barrier of the 2 nm contact is 0.748 V in the first limit and 0.820 V in the second. The equilibrium barrier thus does not determine the current-voltage slope; the exchange of electrons with the interface states matters as well.

These values are limits of the electrostatic model, not predictions for a diode. Behind a gap of 0.3 nm the states exchange readily with the metal, so $n_{\rm semi}=2.12$ is only a formal limit. Image-force lowering, left out here, is about 40 mV for an intimate contact at the surface field $Q_{sc}/\varepsilon_s=0.14$ MV/cm, and its bias dependence adds about as much to $n$ as the 0.02 in $n_{\rm metal}$. In the second limit most of the bias falls across the layers, so the tunnelling factor does change with bias, and the slope gives a smaller $n$ than (11).

## Where the result fails

Equation (5) requires depletion. Near flat band the dropped exponential matters, and near strong inversion holes add charge. The numerical solution spreads the interface states over a band gap of 1.2 eV. With that gap the high-work-function contacts lie past midgap, so holes outnumber electrons at the surface. For equal effective densities of states in the two bands they stay below 2% of $N_D$ and shift the barrier by less than 0.02 mV. The states at the Fermi level are then closer to the valence band, however, and the second limit in (11) presumes that holes and electrons in the semiconductor share one Fermi level. A density $D$ that varies with energy makes (2) nonlinear, although (6) survives for small changes if $C_{it}$ is replaced by $dQ_{ss}/d\phi_B$, which averages $qD$ over a few $kT$ around the Fermi level.

Fixed charge in the insulator also shifts the barrier. A sheet $Q_f$, separated from the metal by layers of reciprocal capacitance $R_f$, adds $R_fQ_f$ to the potential rise. In (4) this replaces $\phi_m-\chi$ by $\phi_m-\chi-R_fQ_f$. An additional dipole enters in the same way through its potential step. Either can move the barrier against the direction given by (9), so a measured shift with thickness does not by itself reveal how $D$ has changed. The slope against work function is a better guide if $Q_f$ and the dipole are the same for all metals, because they then move the operating point and, for constant $D$, affect the slope through $C_d$ alone.

The numerical output below gives the intermediate charges, drops and barriers.

## Values computed for the example and the checks

```
T = 300 K, kT/q = 0.02585 V
chi = 4.0 eV, gap energy = 1.2 eV
phi_N = 0.70 V, V_n = 0.15 V
donors = 1.0e+17 cm^-3, D = 2.0e+13 /(cm^2 eV)
rel. permittivity: semi 12, gap 1, insulator 4
native gap = 0.3 nm
C_it = 3.204 uF/cm^2
t = 0 nm: C_i = 2.951 uF/cm^2, S = 0.4795
t = 1 nm: C_i = 1.610 uF/cm^2, S = 0.3344
t = 2 nm: C_i = 1.107 uF/cm^2, S = 0.2567
high metal: phi_m = 5.0 eV
 t=0 nm: phi_B 0.8198 V, Poisson 0.8198 V
  drops: gap 0.1802 V, insulator 0.0000 V
  Q_ss 0.3838, Q_sc 0.1481 uC/cm^2
 t=1 nm: phi_B 0.7708 V, Poisson 0.7708 V
  drops: gap 0.1250 V, insulator 0.1042 V
  Q_ss 0.2267, Q_sc 0.1423 uC/cm^2
 t=2 nm: phi_B 0.7447 V, Poisson 0.7447 V
  drops: gap 0.0957 V, insulator 0.1595 V
  Q_ss 0.1433, Q_sc 0.1392 uC/cm^2
low metal: phi_m = 4.3 eV
 t=0 nm: phi_B 0.4914 V, Poisson 0.4914 V
  drops: gap -0.1914 V, insulator 0.0000 V
  Q_ss -0.6685, Q_sc 0.1036 uC/cm^2
 t=1 nm: phi_B 0.5430 V, Poisson 0.5430 V
  drops: gap -0.1326 V, insulator -0.1105 V
  Q_ss -0.5030, Q_sc 0.1118 uC/cm^2
 t=2 nm: phi_B 0.5704 V, Poisson 0.5704 V
  drops: gap -0.1014 V, insulator -0.1690 V
  Q_ss -0.4152, Q_sc 0.1159 uC/cm^2
thick-layer limit of phi_B = 0.6599 V
high metal, t=0 nm: dphi_B/dphi_m = 0.4707
high metal, t=2 nm: dphi_B/dphi_m = 0.2496
high metal, t=1 nm: dphi_B/dt = -34.00 mV/nm
low metal, t=1 nm: dphi_B/dt = 35.81 mV/nm
D=0, high metal, t=0 nm: phi_B = 0.9452 V
D=0, high metal, t=2 nm: phi_B = 0.8619 V
t=2 nm: D ratio for unchanged S = 0.3750
 slope at 0.7 and 1.3 of that D: 0.5359, 0.3969
high metal, t=0 nm: C_d = 0.1150 uF/cm^2
 states follow metal: n = 1.0187, phi_B(0.1 V) = 0.8217 V
 states follow semiconductor: n = 2.1247, phi_B(0.1 V) = 0.8727 V
high metal, t=2 nm: C_d = 0.1223 uF/cm^2
 states follow metal: n = 1.0284, phi_B(0.1 V) = 0.7476 V
 states follow semiconductor: n = 4.0057, phi_B(0.1 V) = 0.8198 V
```
